# Absorbed laser fluence needed to melt a thin silicon film

## Problem

A silicon film of thickness $L=100$ nm is at $T_0=300$ K. A laser pulse heats its front face. Take these values:

- density $\rho=2.33$ g/cm³,
- mean heat capacity $c=0.9$ J/(g K), used for solid and liquid,
- latent heat of melting $H=1800$ J/g,
- melting point $T_m=1685$ K,
- liquid conductivity $k_l=0.5$ W/(cm K), a rough value.

Energies are per unit area of film. "Fluence" means absorbed energy per area unless "incident" is written. The absorbed flux $q$ is constant during the pulse.

**(a)** What is the least heat $E_{\min}$ that turns the whole film into liquid?

**(b)** The film is thermally isolated and $q$ is large enough to melt it in about 30 ns. By how much does the absorbed fluence exceed $E_{\min}$ when the last solid disappears?

**(c)** The film lies on thick silicon dioxide with conductivity 0.02 W/(cm K), density 2.2 g/cm³ and heat capacity 1.1 J/(g K), all rough. What absorbed fluence just completes the melting at the end of a pulse of $\tau=30$ ns?

**(d)** Does a shorter pulse bring the fluence in (c) down to $E_{\min}$?

## Hints

1. For (a), at constant pressure the heat supplied equals the rise in enthalpy. Use the mass per area of the cold film; expansion does not change it.
2. For (b), heat reaches the melting front through the liquid already formed. That needs a temperature gradient, so the liquid is hotter than $T_m$.
3. For (c), treat the film as uniform in temperature and the oxide as a half-space. A Laplace transform in time links the oxide's surface temperature to the heat flux entering it.
4. For (d), compare how the oxide loss and the superheat depend on pulse length.

## Solution

### (a) The least heat

The mass per area is

$$m=\rho L=2.33\times10^{-5}\ \text{g/cm}^2 .$$

Let $\Delta T=T_m-T_0=1385$ K. Each gram takes $c\,\Delta T$ to reach the melting point and $H$ to melt there, so

$$E_{\min}=\rho L\,(c\,\Delta T+H).$$

The two parts are

$$mc\,\Delta T=2.33\times10^{-5}\times0.9\times1385=0.0290\ \text{J/cm}^2,$$

$$mH=2.33\times10^{-5}\times1800=0.0419\ \text{J/cm}^2 ,$$

and their sum is $E_{\min}=0.071$ J/cm², or 71 mJ/cm². Melting itself takes about 59% of it.

This is a minimum for two reasons. Enthalpy rises with temperature, so liquid above $T_m$ holds more heat than liquid at $T_m$. Any heat that leaves the film must also be supplied. The absorbed fluence therefore equals $E_{\min}$ only if the film loses nothing and ends uniformly at $T_m$.

The given heat capacity can be compared with a Debye solid. With a rough Debye temperature of 650 K, the mean between 300 and 1685 K is 0.853 J/(g K), 5% below 0.9. The Debye model leaves out thermal expansion and anharmonic vibration. Using its value would lower $E_{\min}$ by 0.0015 J/cm², or 2%, so two figures are all that the result deserves.

### (b) The isolated film

Let $z$ run from the front face into the film. Near the end of melting, the liquid fills $0<z<L$ and the front is at $z=L$, at temperature $T_m$. If the liquid stores little of the incoming heat, the flux is $q$ at every depth:

$$-k_l\frac{dT}{dz}=q .$$

Integrating from $z$ to $L$ gives

$$T(z)=T_m+\frac{q(L-z)}{k_l}.$$

The mean of $L-z$ over the film is $L/2$, so the mean superheat is $qL/(2k_l)$. Multiplying by the film's heat capacity per area, $\rho cL$, gives the excess fluence

$$E_{\text{ex}}=\frac{\rho c\,qL^2}{2k_l}.$$

For $q=E_{\min}/(30\ \text{ns})=2.37\times10^6$ W/cm²,

$$E_{\text{ex}}=\frac{2.33\times0.9\times2.37\times10^6\times(10^{-5})^2}{2\times0.5}
=5.0\times10^{-4}\ \text{J/cm}^2 .$$

This is 0.7% of $E_{\min}$.

The assumption of small storage can be tested on these numbers. When the liquid has thickness $s$, its stored superheat is $\rho cqs^2/(2k_l)$. This grows at the rate $\rho cqs\,v/k_l$, where $v=ds/dt\approx q/(\rho H)$ is the speed of the front. Divided by $q$, the rate is

$$\frac{c\,qs}{k_lH},$$

which reaches 0.024 at $s=L$. The linear profile is therefore good to a few percent here. It worsens in proportion to $q$.

A numerical solution of the heat equation with latent heat, using 16 cells across the film, gives an excess of $4.67\times10^{-4}$ J/cm². It is 6% below the formula, and the grid explains this. When the last cell finishes melting, its centre is at $T_m$, and the cells in front are hotter by $1,2,\dots,15$ equal steps of $qL/(16k_l)$. The mean over all 16 cells, with zero for the last one, is $7.5$ steps, or $(15/16)\,qL/(2k_l)$, which is 6% below the continuous mean. On finer grids the excess rises to about $4.9\times10^{-4}$ J/cm², 1 to 2% below the formula. That remainder comes from the heat stored in the liquid, which lowers the gradient near the front.

While the liquid stores little of the incoming heat, the excess is nearly linear in $q$. The fluence is then close to $F(q)=E_{\min}+Aq$, which gives $2F(q)-F(2q)\approx E_{\min}$. The numerical solutions at $q$ and $2q$ give 0.07099 J/cm² for this combination, against 0.07098 J/cm² from the formula in (a). Slow heating of an isolated film thus recovers the minimum.

### (c) The film on oxide

**Heat flux into the oxide.** Let $u(t)$ be the film's temperature rise above 300 K, shared by the oxide surface. This assumes no thermal resistance at the interface. In the oxide, with conductivity $k$ and heat capacity per volume $C_v$, the rise $w(z,t)$ obeys

$$C_v\,\partial_t w=k\,\partial_z^2w ,$$

where $z$ is now measured from the oxide surface. The oxide starts at $w=0$, so the Laplace transform with variable $p$ gives $C_vp\,\tilde w=k\,\tilde w''$. The solution that decays with depth is

$$\tilde w=\tilde u\,e^{-z\sqrt{pC_v/k}} .$$

The transformed flux at the surface is therefore

$$\tilde j=-k\,\tilde w'(0)=b\sqrt p\,\tilde u,\qquad b=\sqrt{kC_v}.$$

The constant $b$ is the effusivity. Here $b=\sqrt{0.02\times2.2\times1.1}=0.22$ J/(cm² K s$^{1/2}$).

**Heating up to the melting point.** With $C=\rho cL$, the film's heat balance is $C\,du/dt+j=q$. Its transform is

$$(Cp+b\sqrt p)\,\tilde u=\frac qp .$$

Set $a=b/C$ and $r=\sqrt p$. Then

$$\tilde u=\frac qC\,\frac1{r^3(r+a)}
=\frac qC\left[\frac1{a\,r^3}-\frac1{a^2r^2}+\frac1{a^2r(r+a)}\right].$$

Putting the bracket over the common denominator $r^3(r+a)$ leaves the numerator $(r+a)/a-r(r+a)/a^2+r^2/a^2=1$, as it should.

The first two terms belong to the time functions $2\sqrt{t/\pi}/a$ and $-1/a^2$. For the third, consider $g(t)=e^{a^2t}\,\text{erfc}(a\sqrt t)$. Differentiation gives $g'=a^2g-a/\sqrt{\pi t}$, with $g(0)=1$. The transform of $1/\sqrt{\pi t}$ is $1/r$, so

$$(r^2-a^2)\,\tilde g=1-\frac ar=\frac{r-a}{r}
\quad\Rightarrow\quad \tilde g=\frac1{r(r+a)} .$$

Collecting terms, with $x=a\sqrt t$ and $C a^2=b^2/C$,

$$u(t)=\frac{qC}{b^2}\left[e^{x^2}\text{erfc}\,x-1+\frac{2x}{\sqrt\pi}\right].$$

For small $x$ the bracket tends to $x^2$ and $u\to qt/C$, which is heating without loss. For large $x$ the last term dominates and $u\to2q\sqrt{t/\pi}/b$, which is the bare oxide without a film.

**Melting.** Once $u=\Delta T$, the film stays at that temperature while it melts, provided that $q$ exceeds the flux into the oxide. It does. During heating, $du/dt=(q/C)\,e^{x^2}\text{erfc}\,x>0$, so the oxide takes less than $q$. Since $\tilde j=b\,(p\tilde u)/\sqrt p$, the flux into the oxide is $j(t)=b\int_0^t u'(s)\,ds/\sqrt{\pi(t-s)}$. After $u$ becomes constant, no new contributions arise and the old ones shrink as $t-s$ grows, so this flux falls.

**Heat lost.** The energy that has entered the oxide has the transform $\tilde j/p=b\tilde u/\sqrt p$. A product of transforms is a convolution in time, so

$$Q(\tau)=b\int_0^\tau\frac{u(t)}{\sqrt{\pi(\tau-t)}}\,dt .$$

Since $u\le\Delta T$, replacing $u$ by $\Delta T$ gives an upper bound:

$$Q\le2b\,\Delta T\sqrt{\tau/\pi}=0.060\ \text{J/cm}^2 .$$

**The fluence.** Melting ends with the pulse if

$$q\tau=E_{\min}+Q(\tau).$$

$Q$ depends on $q$, because a larger flux brings the film to $T_m$ sooner. There is still one solution. At each instant $u$ is the smaller of $\Delta T$ and a quantity proportional to $q$, so $Q$ is a concave function of $q$. Then $q\tau-E_{\min}-Q$ is convex and starts from $-E_{\min}$ at $q=0$. It therefore crosses zero once, somewhere between $q\tau=0.071$ and $0.131$ J/cm².

Solving numerically gives $Q=0.053$ J/cm² and

$$q\tau=0.071+0.053=0.124\ \text{J/cm}^2 ,$$

which is 1.75 times $E_{\min}$. The film reaches the melting point at 14.1 ns. To confirm that time, use $q=0.124/(30\ \text{ns})=4.13\times10^6$ W/cm² and $C=2.10\times10^{-5}$ J/(cm² K). Then $x=1.246$, $qC/b^2=1.79\times10^3$ K, and

$$u=1.79\times10^3\,(0.369-1+1.406)\approx1.39\times10^3\ \text{K},$$

in agreement with $\Delta T$.

The uniform-film assumption was tested by solving the heat equation through the film and 1 µm of oxide at the same flux. Melting was complete at 30.06 ns instead of 30 ns.

### (d) Shorter pulses

The bound on the oxide loss falls as $\sqrt\tau$. The superheat excess is nearly proportional to $q$ while the liquid stores little heat, so it grows roughly as $1/\tau$; at the highest fluxes it grows more slowly. The two trends oppose each other. Raising the flux in the resolved calculation, with all else fixed, gives:

| Melted at (ns) | Fluence (J/cm²) | Front cell (K) |
|---|---|---|
| 30.1 | 0.124 | 1763 |
| 12.9 | 0.107 | 1839 |
| 5.9 | 0.097 | 1987 |
| 2.8 | 0.092 | 2264 |

So the answer is no. The fluence falls, but the shortest case still needs 30% more than $E_{\min}$. Its front cell, whose centre lies 3 nm below the surface, is almost 600 K above the melting point, and the face itself is slightly hotter. At that flux the estimate from (b) gives an excess of about 0.007 J/cm², and the loss bound is 0.018 J/cm². Balancing the two trends from these values suggests a least fluence near a pulse of 2 ns. That balance is rough, because the ratio $cqL/(k_lH)$ is already about 0.3 in the shortest case of the table, so the linear profile is no longer accurate. Solving the heat equation at still higher flux bears it out. The fluence passes through a shallow minimum of about 0.092 J/cm², or $1.29\,E_{\min}$, near 2 ns, and is back up to 0.094 J/cm² at 1.0 ns, where the face is near 3200 K.

### Comparison with a real process

The numbers in (c) are in the regime of excimer-laser annealing of silicon films for thin-film transistors, where pulses last tens of nanoseconds and ultraviolet light is absorbed close to the surface. Such films usually start amorphous, however, and then need less heat than the crystalline film in (c). Variation 2 gives the least heat for such a film; with its rough values the absorbed fluence on oxide comes to about 0.09 to 0.10 J/cm². The laser must also supply the light that is reflected. With rough reflectivities of 0.55 for solid and 0.70 for liquid silicon, the incident fluence is $0.124/0.45=0.28$ or $0.124/0.30=0.41$ J/cm². A real pulse meets first one surface and then the other, so these values bracket the model's answer. Reflection and oxide loss together raise the incident fluence to roughly four to six times $E_{\min}$. Thermal radiation is negligible: a black body at $T_m$ emits $1.4\times10^{-6}$ J/cm² in 30 ns. The model leaves out the temperature dependence of the material properties, the real pulse shape, resistance at the interface, and the superheat needed to drive the melting front. Their effects have not been sized here. The superheat at the front matters most for the shortest pulses in (d), where the front moves at tens of metres per second. The oxide must also be clearly thicker than the heat's reach, $\sqrt{k\tau/C_v}\approx0.16$ µm.

## Variation 1: a bulk silicon wafer

Replace film and oxide by a silicon wafer, and ask for melting to the same depth of 100 nm in 30 ns. Take a constant solid conductivity of 0.4 W/(cm K), a rough mean over the temperature range.

Before melting, the wafer is a half-space with $b_{\text{Si}}\sqrt p\,\tilde u=q/p$, so the surface rise is $u=2q\sqrt{t/\pi}/b_{\text{Si}}$. Setting $u=\Delta T$ at $t=\tau$ and multiplying $q$ by $\tau$ gives the fluence at which the surface just begins to melt:

$$F_{\text{surf}}=\tfrac12\,b_{\text{Si}}\,\Delta T\sqrt{\pi\tau}.$$

With $b_{\text{Si}}=\sqrt{0.4\times2.33\times0.9}=0.916$ J/(cm² K s$^{1/2}$), this is 0.195 J/cm². It is already 2.7 times $E_{\min}$, with no layer yet melted. The numerical solution needs 0.28 J/cm² to melt to 100 nm, four times $E_{\min}$. At 0.282 J/cm², the value found with 8 cells per 100 nm (finer grids give 0.280), the formula puts the start of surface melting at 14.3 ns. In the numerical solution the centre of the first cell, 6 nm below the surface, reaches the melting point slightly later, at 14.6 ns. Since $F_{\text{surf}}$ varies as the square root of the conductivity, an error of 25% in that rough mean shifts it by about 12%. The conductivity of real silicon falls severalfold between 300 K and the melting point; including this fall lowers both fluences by roughly 6 to 12%, depending on the fit used for the conductivity.

## Variation 2: an amorphous film

Amorphous silicon melts at a lower temperature and with less latent heat. Take 1420 K and 1300 J/g as rough values, and keep the density and heat capacity of part (a). The least heat is then

$$2.33\times10^{-5}\,[0.9\times(1420-300)+1300]=0.054\ \text{J/cm}^2 ,$$

about 24% below the crystalline value. This assumes that the film stays amorphous until it melts. If part of it crystallizes on the way, it releases heat and the crystallized part has the higher melting point, so this single enthalpy balance no longer describes the process.

The numerical output lists the values used in all parts.

## Table of computed values

```
film thickness: 100 nm
silicon density used: 2.33 g/cm3
density from lattice cell: 2.329 g/cm3
lattice constant: 0.5431 nm
mean heat capacity used: 0.9 J/(g K)
Debye temperature, rough: 650 K
Debye mean heat capacity: 0.853 J/(g K)
latent heat: 1800 J/g
start temperature: 300 K
melting point: 1685 K
temperature rise: 1385 K
mass per area: 2.33e-05 g/cm2
sensible heat: 0.02904 J/cm2
latent part: 0.04194 J/cm2
minimum heat E_min: 0.07098 J/cm2
minimum heat E_min: 70.98 mJ/cm2
pulse length: 30 ns
solid Si conductivity, rough: 0.4 W/(cm K)
liquid Si conductivity, rough: 0.5 W/(cm K)
isolated film flux: 2.366e+06 W/cm2
isolated film fluence, conduction: 0.07145 J/cm2
superheat excess, conduction: 0.000467 J/cm2
superheat excess, formula: 0.000496 J/cm2
zero-flux limit, conduction: 0.07099 J/cm2
oxide conductivity, rough: 0.02 W/(cm K)
oxide density, rough: 2.2 g/cm3
oxide heat capacity, rough: 1.1 J/(g K)
oxide effusivity: 0.22 J/(cm2 K s^0.5)
oxide loss upper bound: 0.0596 J/cm2
oxide loss, uniform film: 0.0529 J/cm2
melting starts, uniform film: 14.1 ns
fluence on oxide, uniform film: 0.124 J/cm2
ratio to E_min on oxide: 1.75 (no unit)
oxide scan: melted at 30.06 ns, fluence 0.1241 J/cm2, surface 1763 K
oxide scan: melted at 12.92 ns, fluence 0.1067 J/cm2, surface 1839 K
oxide scan: melted at 5.86 ns, fluence 0.0968 J/cm2, surface 1987 K
oxide scan: melted at 2.79 ns, fluence 0.0923 J/cm2, surface 2264 K
bulk Si surface-melt fluence: 0.195 J/cm2
bulk Si fluence to melt 100 nm: 0.28 J/cm2
bulk Si ratio to E_min: 4 (no unit)
bulk run melt onset, conduction: 14.6 ns
bulk run melt onset, formula: 14.3 ns
solid reflectivity, rough: 0.55 (no unit)
liquid reflectivity, rough: 0.7 (no unit)
incident on oxide, solid R: 0.28 J/cm2
incident on oxide, liquid R: 0.41 J/cm2
black-body radiation in pulse: 1.4e-06 J/cm2
amorphous melting point, rough: 1420 K
amorphous latent heat, rough: 1300 J/g
amorphous film minimum: 0.054 J/cm2
```
